# Light Scattering and Absorption by Merging Powder in a Deposition Reactor: a program that tests the result

```python
"""Result under test: equal small spheres merge eight at a time into compact
spheres at fixed total mass and fixed refractive index. Total scattering then
rises by 8 and total absorption is unchanged, to leading order in size/wavelength.

Symbols: d diameter (nm), V volume (nm^3), wavelength (nm), q = 2 pi/wavelength,
m = n + i k refractive index (time factor exp(-i w t)), eps = m^2,
alpha polarizability volume (dipole = eps0 alpha E), C cross section (nm^2),
b = number density * C, coefficient per length of path (1/m).
"""
import numpy as np
from scipy.special import spherical_jn, spherical_yn
from scipy.integrate import quad, solve_ivp

# Rough typical values for tin dioxide powder in a deposition reactor
wavelength = 633.0        # nm
m_powder = 2.0 + 0.01j
density = 7.0             # g/cm^3
loading = 1.0             # g/m^3
path = 0.1                # m
d_small = 10.0            # nm
merge = 8
d_big = d_small * merge ** (1 / 3)
q = 2 * np.pi / wavelength


def volume(d):
    return np.pi * d**3 / 6


def polarizability(d, m):
    return 3 * volume(d) * (m**2 - 1) / (m**2 + 2)


def rayleigh(d, m):
    """Small-sphere scattering and absorption cross sections."""
    alpha = polarizability(d, m)
    return q**4 * abs(alpha)**2 / (6 * np.pi), q * alpha.imag


def mie(d, m, orders=8):
    """Scattering and absorption cross sections from the full Mie series."""
    x = q * d / 2
    z = complex(m * x)
    sca = ext = 0.0
    for n in range(1, orders + 1):
        jx, djx = spherical_jn(n, x), spherical_jn(n, x, derivative=True)
        yx, dyx = spherical_yn(n, x), spherical_yn(n, x, derivative=True)
        jz, djz = spherical_jn(n, z), spherical_jn(n, z, derivative=True)
        psi, dpsi = x * jx, jx + x * djx
        xi, dxi = x * (jx + 1j * yx), jx + 1j * yx + x * (djx + 1j * dyx)
        psi_in, dpsi_in = z * jz, jz + z * djz
        a = (m * psi_in * dpsi - psi * dpsi_in) / (m * psi_in * dxi - xi * dpsi_in)
        b = (psi_in * dpsi - m * psi * dpsi_in) / (psi_in * dxi - m * xi * dpsi_in)
        sca += (2 * n + 1) * (abs(a)**2 + abs(b)**2)
        ext += (2 * n + 1) * (a + b).real
    return 2 * np.pi / q**2 * sca, 2 * np.pi / q**2 * (ext - sca)


def mie_factors(d, m, g):
    """Change of total scattering and absorption when g spheres become one."""
    before = mie(d, m)
    after = mie(d * g ** (1 / 3), m)
    return after[0] / before[0] / g, after[1] / before[1] / g


# Scaling law against Mie theory, far inside the small-sphere regime
for m_test in (m_powder, 1.5 + 1.0j):
    for g in (2, 8, 27):
        fs, fa = mie_factors(0.5, m_test, g)
        assert abs(fs / g - 1) < 5e-4 and abs(fa - 1) < 5e-4
    for full, small in zip(mie(0.5, m_test), rayleigh(0.5, m_test)):
        assert abs(full / small - 1) < 5e-4

# The finite-size error must fall as the square of the size
sca_factor, abs_factor = mie_factors(d_small, m_powder, merge)
sca_tiny, abs_tiny = mie_factors(d_small / 10, m_powder, merge)
assert 80 < (sca_factor / 8 - 1) / (sca_tiny / 8 - 1) < 120
assert 80 < (abs_factor - 1) / (abs_tiny - 1) < 120

# Heat released by the inner field gives the absorption cross section
eps = m_powder**2
heat = q * volume(d_small) * eps.imag * abs(3 / (eps + 2))**2
assert abs(heat / rayleigh(d_small, m_powder)[1] - 1) < 1e-10

# Radiation of eight equal driven dipoles at the corners of a cube
corners = np.array([[i, j, k] for i in (0, 1) for j in (0, 1) for k in (0, 1)], float)
u, wu = np.polynomial.legendre.leggauss(400)
phi = np.arange(800) * 2 * np.pi / 800
s = np.sqrt(1 - u**2)[:, None]
nx, ny, nz = s * np.cos(phi), s * np.sin(phi), u[:, None]
weight = wu[:, None] * (2 * np.pi / 800) * s**2
incident = np.array([np.cos(0.7), np.sin(0.7), 0.0])
pattern = np.sum(weight * np.ones_like(nx))
assert abs(pattern - 8 * np.pi / 3) < 1e-9


def power_per_dipole(spacing):
    """Radiated power of the group over that of eight isolated dipoles."""
    field = np.zeros_like(nx, dtype=complex)
    for r in corners * spacing:
        field += np.exp(1j * q * (incident @ r - nx * r[0] - ny * r[1] - nz * r[2]))
    return np.sum(weight * abs(field)**2) / pattern / 8


near, far = power_per_dipole(d_small), power_per_dipole(1e4)
assert abs(near / 8 - 1) < 0.02
assert abs(far - 1) < 0.10   # leftover pair terms are of order 1/(q * spacing)


# Touching, unfused spheres: static coupled dipoles, averaged over orientation
def cluster_tensor(points, d, m):
    count = len(points)
    matrix = np.eye(3 * count, dtype=complex) / polarizability(d, m)
    for i in range(count):
        for j in range(count):
            if i != j:
                r = points[i] - points[j]
                dist = np.linalg.norm(r)
                e = r / dist
                matrix[3*i:3*i+3, 3*j:3*j+3] = -(3 * np.outer(e, e) - np.eye(3)) / (
                    4 * np.pi * dist**3)
    drive = np.tile(np.eye(3), (count, 1))
    return drive.T @ np.linalg.solve(matrix, drive)


def cluster_factors(points):
    tensor = cluster_tensor(points, d_small, m_powder)
    alpha = polarizability(d_small, m_powder)
    count = len(points)
    return (np.sum(abs(tensor)**2) / 3 / abs(alpha)**2 / count,
            np.trace(tensor).imag / 3 / alpha.imag / count)


line = np.array([[0, 0, i] for i in range(8)], float) * d_small
alpha_one = polarizability(d_small, m_powder)
pair_axis = 2 * alpha_one / (1 - alpha_one / (2 * np.pi * d_small**3))
assert abs(cluster_tensor(line[:2], d_small, m_powder)[2, 2] / pair_axis - 1) < 1e-10
cube_sca, cube_abs = cluster_factors(corners * d_small)
line_sca, line_abs = cluster_factors(line)

# Random coagulation of equal spheres, constant rate, until the mean volume is 8
classes = 400
sizes = np.arange(1, classes + 1)


def coagulation(t, n):
    gain = np.zeros(classes)
    gain[1:] = 0.5 * np.convolve(n, n)[:classes - 1]
    return gain - n * n.sum()


start = np.zeros(classes)
start[0] = 1.0
final = solve_ivp(coagulation, (0, 14), start, rtol=1e-8, atol=1e-13).y[:, -1]
mean_volume = (sizes @ final) / final.sum()
random_sca = (sizes**2 @ final) / (sizes @ final)
random_abs = sizes @ final
assert abs(mean_volume - 8) < 1e-3
assert abs(random_sca - (2 * merge - 1)) < 1e-3
assert abs(random_abs - 1) < 1e-4

# Groups of eight drawn at random from a powder that already has a size spread
sigma_g = 1.3
spread = np.exp(9 * np.log(sigma_g)**2)      # <V^2>/<V>^2 for a lognormal powder
spread_formula = 1 + 7 / spread
rng = np.random.default_rng(4)
sample = rng.lognormal(0, 3 * np.log(sigma_g), (200000, 8))
spread_sampled = np.sum(sample.sum(axis=1)**2) / np.sum(sample**2)
assert abs(np.mean(sample**2) / np.mean(sample)**2 / spread - 1) < 0.03
assert abs(spread_sampled / spread_formula - 1) < 0.02   # sampling error

# Worked example
fraction = loading / (density * 1e6)
number = [fraction / (volume(d) * 1e-27) for d in (d_small, d_big)]    # 1/m^3
cross = [rayleigh(d, m_powder) for d in (d_small, d_big)]
b_sca = [N * c[0] * 1e-18 for N, c in zip(number, cross)]
b_abs = [N * c[1] * 1e-18 for N, c in zip(number, cross)]
b_ext = [a + b for a, b in zip(b_sca, b_abs)]

# Interference from the volume that hard spheres deny one another (backscatter)
hole = quad(lambda r: 4 * np.pi * r**2 * np.sinc(2 * q * r / np.pi), 0, d_big)[0]
interference = number[1] * 1e-27 * hole
assert abs(interference / (8 * fraction) - 1) < 0.05
more_k = rayleigh(d_small, 2.0 + 0.011j)[1] / cross[0][1]

print(f"wavelength {wavelength:.0f} nm; n {m_powder.real:.1f}; k {m_powder.imag:.2f}")
print(f"density {density:.1f} g/cm3; loading {loading:.1f} g/m3; path {path:.1f} m")
print(f"powder volume fraction {fraction:.3e}")
ratio = (eps - 1) / (eps + 2)
print(f"(eps-1)/(eps+2) = {ratio.real:.4f} + {ratio.imag:.5f} i")
for i, (name, d) in enumerate((("before", d_small), ("after", d_big))):
    print(f"{name}: diameter {d:.1f} nm, volume {volume(d):.1f} nm3")
    print(f"{name}: size parameter x {q * d / 2:.4f}, |m|x {abs(m_powder) * q * d / 2:.4f}")
    print(f"{name}: number density {number[i] * 1e-6:.3e} 1/cm3")
    print(f"{name}: C_sca {cross[i][0]:.3e} nm2, C_abs {cross[i][1]:.3e} nm2")
    print(f"{name}: b_sca {b_sca[i]:.3e} 1/m, b_abs {b_abs[i]:.3e} 1/m")
    print(f"{name}: extinction {b_ext[i]:.3e} 1/m")
    print(f"{name}: scattered share of extinction {100 * b_sca[i] / b_ext[i]:.2f} %")
    print(f"{name}: optical depth of path {b_ext[i] * path:.2e}")
print(f"Rayleigh factors: scattering {b_sca[1] / b_sca[0]:.3f}, "
      f"absorption {b_abs[1] / b_abs[0]:.3f}")
print(f"extinction factor {b_ext[1] / b_ext[0]:.4f}")
print("Mie factors (scattering, absorption) by starting diameter:")
for d in (1.0, d_small, 20.0, 40.0, 80.0):
    fs, fa = mie_factors(d, m_powder, merge)
    print(f"  {d:.0f} nm: {fs:.4f}, {fa:.4f}")
print("eight dipoles, power over that of eight isolated ones:")
print(f"  spacing {d_small:.0f} nm: {near:.3f}; spacing 10000 nm: {far:.3f}")
print("touching unfused spheres, static dipole model (scattering, absorption):")
print(f"  2x2x2 cube: {cube_sca:.3f}, {cube_abs:.3f}")
print(f"  straight chain: {line_sca:.3f}, {line_abs:.3f}")
print(f"random coagulation: mean volume factor {mean_volume:.3f}")
print(f"  scattering factor {random_sca:.3f}, absorption factor {random_abs:.3f}")
print(f"initial lognormal spread {sigma_g:.1f}: <V^2>/<V>^2 = {spread:.3f}")
print(f"  scattering factor: formula {spread_formula:.3f}, sampled {spread_sampled:.3f}")
print(f"excluded-volume interference, relative size {interference:.2e}")
print(f"absorption factor if k rises from 0.010 to 0.011: {more_k:.4f}")
print("OK")
```

It prints:

```
wavelength 633 nm; n 2.0; k 0.01
density 7.0 g/cm3; loading 1.0 g/m3; path 0.1 m
powder volume fraction 1.429e-07
(eps-1)/(eps+2) = 0.5000 + 0.00333 i
before: diameter 10.0 nm, volume 523.6 nm3
before: size parameter x 0.0496, |m|x 0.0993
before: number density 2.728e+11 1/cm3
before: C_sca 3.177e-04 nm2, C_abs 5.197e-02 nm2
before: b_sca 8.668e-05 1/m, b_abs 1.418e-02 1/m
before: extinction 1.427e-02 1/m
before: scattered share of extinction 0.61 %
before: optical depth of path 1.43e-03
after: diameter 20.0 nm, volume 4188.8 nm3
after: size parameter x 0.0993, |m|x 0.1985
after: number density 3.410e+10 1/cm3
after: C_sca 2.033e-02 nm2, C_abs 4.158e-01 nm2
after: b_sca 6.935e-04 1/m, b_abs 1.418e-02 1/m
after: extinction 1.487e-02 1/m
after: scattered share of extinction 4.66 %
after: optical depth of path 1.49e-03
Rayleigh factors: scattering 8.000, absorption 1.000
extinction factor 1.0425
Mie factors (scattering, absorption) by starting diameter:
  1 nm: 8.0002, 1.0001
  10 nm: 8.0236, 1.0080
  20 nm: 8.0937, 1.0320
  40 nm: 8.3614, 1.1282
  80 nm: 8.9730, 1.5122
eight dipoles, power over that of eight isolated ones:
  spacing 10 nm: 7.961; spacing 10000 nm: 0.992
touching unfused spheres, static dipole model (scattering, absorption):
  2x2x2 cube: 8.058, 1.011
  straight chain: 9.017, 1.130
random coagulation: mean volume factor 8.000
  scattering factor 15.000, absorption factor 1.000
initial lognormal spread 1.3: <V^2>/<V>^2 = 1.858
  scattering factor: formula 4.767, sampled 4.772
excluded-volume interference, relative size 1.12e-06
absorption factor if k rises from 0.010 to 0.011: 1.1000
OK
```
